# Complex Band and Metal-Induced Gap States of a Diatomic Chain

In a model oxide with a gap of 5.8 eV, an electron state that leaks in from a metal gate at midgap loses a factor \(e\) of its density in 0.19 nm. A state 0.1 eV below the conduction-band edge needs 0.70 nm for the same loss. Both energies are forbidden in the bulk oxide. The difference comes from how far the energy lies from the two bands together, and a chain with two kinds of site shows how.

Let sites \(j\) lie a distance \(d\) apart on a line, each with one orbital, the orbitals being orthonormal. Even sites, the cations, have energy \(+\Delta\); odd sites, the anions, have energy \(-\Delta\), with \(\Delta>0\). Neighbours are coupled by the matrix element \(-t\), with \(t>0\). The cell length is \(2d\), and energies are measured from the mean site energy. The amplitudes of a stationary state obey

\[
E\psi_j=\varepsilon_j\psi_j-t(\psi_{j-1}+\psi_{j+1}),\qquad \varepsilon_j=\pm\Delta .
\]

Bloch's form is \(\psi_j=Ae^{iqjd}\) on cations and \(\psi_j=Be^{iqjd}\) on anions. The two neighbours of a site contribute \(e^{iqd}+e^{-iqd}=2\cos qd\), so

\[
(E-\Delta)A=-2t\cos(qd)\,B,\qquad (E+\Delta)B=-2t\cos(qd)\,A .
\]

A nonzero solution requires the determinant of this pair to vanish:

\[
E^2=\Delta^2+4t^2\cos^2 qd. \tag{1}
\]

For real \(q\) the last term is never negative, and it vanishes at \(qd=\pi/2\). The bands therefore end at \(E=\pm\Delta\), the gap is \(2\Delta\), and the zero of energy is midgap.

Inside the gap, \(|E|<\Delta\), equation (1) needs a negative \(\cos^2qd\), so \(q\) must be complex. To find every solution, let \(\lambda=e^{2iqd}\) be the factor by which the amplitude changes over one cell. Since \(4\cos^2qd=2+\lambda+\lambda^{-1}\), equation (1) becomes

\[
\lambda+\frac1\lambda=-2-\frac{\Delta^2-E^2}{t^2}. \tag{2}
\]

Multiplied by \(\lambda\), this is a quadratic whose roots have product 1. Their sum is real and below \(-2\), so the discriminant, the squared sum minus 4, is positive. The roots are then real and distinct, and both are negative. They can be written \(\lambda=-e^{\mp2\kappa d}\) with \(\kappa>0\). Because \(2iqd=\ln\lambda\), the wave number is

\[
q=\frac{\pi}{2d}\pm i\kappa \quad\text{modulo } \frac{\pi}{d}.
\]

The site equation is a second-order recursion, so its solutions at given \(E\) form a two-dimensional space. These two Bloch solutions span it, and none has been missed. Inserting them in (2) gives \(2\cosh2\kappa d=2+(\Delta^2-E^2)/t^2\), and the identity \(\cosh2x-1=2\sinh^2x\) turns this into

\[
\boxed{\;\sinh\kappa d=\frac{\sqrt{\Delta^2-E^2}}{2t}\;} \tag{3}
\]

This is the complex band in the gap. Towards the interior of the insulator the amplitude falls as \(e^{-\kappa x}\) and the density as \(e^{-2\kappa x}\), apart from the alternation between the two kinds of site.

The energy dependence follows by differentiating the square of (3), \(4t^2\sinh^2\kappa d=\Delta^2-E^2\). The left side gives \(8t^2d\sinh\kappa d\cosh\kappa d\,\kappa'=4t^2d\sinh(2\kappa d)\,\kappa'\), the right side \(-2E\). Thus

\[
\frac{d\kappa}{dE}=-\frac{E}{2t^2d\,\sinh 2\kappa d}. \tag{4}
\]

The denominator is positive inside the gap. Hence \(\kappa\) rises from zero at the valence edge up to \(E=0\) and falls to zero at the conduction edge. Its one maximum is at midgap:

\[
\kappa_0=\frac1d\,\operatorname{arsinh}\frac{\Delta}{2t}. \tag{5}
\]

The reason can be read from the product \(\Delta^2-E^2=(\Delta-E)(\Delta+E)\). To advance by one cell the electron must pass one cation, from which its energy differs by \(\Delta-E\), and one anion, from which it differs by \(\Delta+E\). The two differences have the fixed sum \(2\Delta\), and their product is largest when they are equal. Near either edge one kind of site is almost resonant, and the decay is slow.

Two limits show what sets the scale. If \(\Delta\ll t\), then \(\kappa_0\approx\Delta/(2td)\), and the state extends over many cells. If \(\Delta\gg t\), then \(\operatorname{arsinh}y\approx\ln2y\) gives \(\kappa_0d\approx\ln(\Delta/t)\): the amplitude shrinks by about \(t/\Delta\) at each bond.

The character of the state changes across the gap as well. For \(qd=\pi/2+i\kappa d\) one has \(\cos qd=-\sin(i\kappa d)=-i\sinh\kappa d\). The first Bloch equation becomes \((E-\Delta)A=2it\sinh(\kappa d)B\), and with (3)

\[
\frac BA=\frac{i(\Delta-E)}{2t\sinh\kappa d}
= i\sqrt{\frac{\Delta-E}{\Delta+E}},\qquad
\left|\frac BA\right|^2=\frac{\Delta-E}{\Delta+E}. \tag{6}
\]

These are envelope weights, with the decay between neighbouring sites divided out. The state is mostly anionic near the valence edge and mostly cationic near the conduction edge. At midgap, where decay is fastest, the two weights are equal.

For the example take \(\Delta=2.9\) eV, \(d=0.21\) nm and \(t=2.5\) eV. Then \(\Delta/2t=0.58\), \(\kappa_0d=\operatorname{arsinh}0.58=0.552\), and \(\kappa_0=0.552/0.21=2.63\ \text{nm}^{-1}\). The density decay length is \(1/(2\kappa_0)=0.19\) nm, and one cell of 0.42 nm reduces the density to \(e^{-4\times0.552}=0.11\) of its value. Let the metal's Fermi level lie 0.9 eV above midgap. There \(\kappa=2.51\ \text{nm}^{-1}\), about 5 percent below the maximum, and the anion-to-cation weight is \(2.0/3.8=0.53\). At \(\pm2.0\) eV \(\kappa\) has dropped to \(1.95\ \text{nm}^{-1}\), and at \(+2.8\) eV to \(0.72\ \text{nm}^{-1}\). The curve is flat around midgap and steep near the edges, as (4) requires.

It is tempting to get \(\kappa\) from an effective mass alone. Put \(q=\pi/(2d)+p\) with small \(p\), so that \(\cos^2qd=\sin^2pd\approx p^2d^2\). The upper band is then

\[
E\approx\sqrt{\Delta^2+4t^2d^2p^2}\approx\Delta+\frac{2t^2d^2}{\Delta}p^2 ,
\]

and comparison with \(\hbar^2p^2/2m^*\) gives

\[
m^*=\frac{\hbar^2\Delta}{4t^2d^2}. \tag{7}
\]

The valence band has the same mass in magnitude. In the gap near an edge, \(\sinh\kappa d\approx\kappa d\) and \(\Delta+|E|\approx2\Delta\), so (3) becomes

\[
\kappa^2\approx\frac{2\Delta(\Delta-|E|)}{4t^2d^2}=\frac{2m^*(\Delta-|E|)}{\hbar^2}.
\]

This is the usual one-band tunnelling law, valid near an edge. Carried on to midgap it gives \(\kappa d=\Delta/(\sqrt2\,t)=\sqrt2\,y\), where \(y=\Delta/2t\), while the correct value is \(\operatorname{arsinh}y\le y\). The one-band law is therefore too large there by at least a factor \(\sqrt2\). In the example \(m^*\) is 0.20 free-electron masses and the extrapolated value is \(3.91\ \text{nm}^{-1}\), too large by a factor 1.49. Of this, \(\sqrt2\) comes from ignoring the second band and the remaining 1.05 from replacing \(\sinh\kappa d\) by \(\kappa d\).

So far \(\kappa\) describes solutions that an infinite crystal does not admit, since they grow without bound in one direction. A surface removes that objection, and a metal supplies the states. Let the insulator occupy \(j=1,2,\dots\), beginning with an anion, and let a metal chain occupy \(j=0,-1,\dots\), with site energy zero and hopping \(-t_m\). Sites 0 and 1 are coupled by \(-t_c\). The metal band covers \(|E|<2t_m\), and I assume \(2t_m>\Delta\), so that it spans the whole gap.

At each energy in the gap the insulator part of a metal state must be the decaying solution. Take \(\psi_1=1\). Since \(\psi_3=-e^{-2\kappa d}\), the equation at site 2 reads \((E-\Delta)\psi_2=-t(1-e^{-2\kappa d})\), and the ratio \(r=\psi_2/\psi_1\) is

\[
r=\frac{t(1-e^{-2\kappa d})}{\Delta-E}
=\frac{2t\,e^{-\kappa d}\sinh\kappa d}{\Delta-E}
=e^{-\kappa d}\sqrt{\frac{\Delta+E}{\Delta-E}}. \tag{8}
\]

The size of the leaked density requires the Green function \(G=(E+i0^+-H)^{-1}\). First eliminate the metal. Let \(g\) be the Green function at the end site of the isolated metal chain. Adding one site to a semi-infinite chain reproduces the same chain, so \(g=1/(E-t_m^2g)\), or \(t_m^2g^2-Eg+1=0\). The root with negative imaginary part, which gives a positive density of states, is

\[
g=\frac{E-i\sqrt{4t_m^2-E^2}}{2t_m^2},\qquad \Sigma=t_c^2g .
\]

Now let \(\varphi_j=G_{j1}\), the response to a source on site 1. In the metal \(\varphi_0=-t_cg\varphi_1\), so the coupling term \(t_c\varphi_0\) in the equation at site 1 equals \(-\Sigma\varphi_1\). On the insulating side \(\varphi_2=r\varphi_1\). The equation at site 1 is thus \((E+\Delta-\Sigma+tr)\varphi_1=1\), and

\[
G_{11}=\frac1{E+\Delta+tr-\Sigma},\qquad
\rho_1=-\frac1\pi\operatorname{Im}G_{11}. \tag{9}
\]

Here \(\rho_1\) is the density of states on the first site, per spin. The other sites follow from it. At a given energy the chain has one scattering state, which arrives through the metal and is reflected. No bound state lies in the gap, because it would have to decay into the metal as well, where solutions at these energies propagate. The density on site \(j\) is therefore \(\rho_1\psi_j^2\), with the \(\psi_j\) just found. Number the cells \(m=0,1,2,\dots\) from the interface, each an anion followed by a cation. Then

\[
\rho_m^{\rm cell}=C(E)\,e^{-4\kappa dm},\qquad C=\rho_1(1+r^2), \tag{10}
\]

and the geometric sum over cells gives the gap-state density per chain,

\[
N(E)=\frac{C(E)}{1-e^{-4\kappa d}}. \tag{11}
\]

Equation (10) shows what "fastest at midgap" means and what it leaves open. The exponent is the bulk property (3), whatever the contact. The prefactor \(C\) depends on the contact and on energy, so the density at a given depth need not be smallest at \(E=0\).

Where it is smallest can be found for large \(m\). To second order in \(E\), integrating (4) with its denominator held at midgap gives

\[
\kappa\approx\kappa_0-\frac{E^2}{4t^2d\,\sinh2\kappa_0d}.
\]

Writing \(s\) for \(d\ln C/dE\) at \(E=0\), the logarithm of (10) is

\[
\ln\rho_m^{\rm cell}\approx\ln C(0)+sE-4\kappa_0dm+\frac{mE^2}{t^2\sinh2\kappa_0d}.
\]

Setting its derivative to zero gives

\[
E_m\approx-\frac{s\,t^2\sinh2\kappa_0d}{2m}. \tag{12}
\]

The curvature of \(\ln C\) has been dropped, which is justified at large \(m\) because the quadratic term kept grows with \(m\). The minimum thus approaches midgap as the inverse of the depth.

In the example let \(t_m=t_c=2.5\) eV. At midgap \(r=e^{-0.552}=0.576\), so \(\Delta+tr=2.9+1.44=4.34\) eV, and \(\Sigma=-it_c^2/t_m=-2.5i\) eV. From (9),

\[
\rho_1=\frac{2.5}{\pi(4.34^2+2.5^2)}=0.0317\ \text{eV}^{-1}.
\]

With \(1+r^2=1.332\), equation (11) gives \(N=0.0317\times1.332/0.890=0.0475\ \text{eV}^{-1}\) per spin.

The slope \(s\) has two parts. Since \(\kappa'=0\) at midgap, (8) gives \(r'=r/\Delta\). The real part of the denominator in (9), \(X=E+\Delta+tr-Et_c^2/(2t_m^2)\), then has slope \(X'=1+1.44/2.9-0.5=0.997\), while the imaginary part has none to first order. Hence

\[
s=-\frac{2XX'}{X^2+2.5^2}+\frac{2r^2}{\Delta(1+r^2)}
=-0.345+0.172=-0.173\ \text{eV}^{-1},
\]

where \(X\) is in eV. Equation (12) then predicts \(mE_m=0.725\) eV. Minimizing (10) numerically puts the minimum at 0.32 eV for \(m=2\), 0.139 eV for \(m=5\) and 0.0359 eV for \(m=20\); the prediction gives 0.36, 0.145 and 0.0363 eV. Close to the contact the minimum is thus well away from midgap. If the insulator began with a cation instead, the minimum would lie equally far below midgap: reversing the sign of \(\psi_j\) on every second site maps one Hamiltonian onto minus the other.

The prefactor also governs the total. With one independent chain for each area \(d^2\), every chain beginning with an anion, and two spins, the areal density at midgap is

\[
\frac{2\times0.0475\ \text{eV}^{-1}}{(2.1\times10^{-8}\ \text{cm})^2}=2.2\times10^{14}\ \text{eV}^{-1}\text{cm}^{-2}.
\]

At the Fermi level it is \(1.9\times10^{14}\ \text{eV}^{-1}\text{cm}^{-2}\), which is lower although the states there reach deeper. The slower decay raises the factor \(1/(1-e^{-4\kappa d})\) by about 1 percent, while \(C\) falls by about 12 percent. This lowering depends on the contact. With a cation first, the density at \(+0.9\) eV would be the one that (11) gives here at \(-0.9\) eV, which is higher than at midgap. If half the chains began with each kind of site, the average at \(+0.9\) eV would be about 5 percent above the midgap value. A stronger coupling can also reverse the order: with \(t_c=4\) eV and an anion first, the density at \(+0.9\) eV is 1.2 times that at midgap.

The place of the maximum in \(\kappa\) rests on the two bands being mirror images. To break the symmetry, add a hopping \(+t'\) between neighbouring sites of the same kind, equal on both sublattices. Each site energy gains \(2t'\cos2qd\), and (1) becomes

\[
(E-2t'\cos2qd)^2=\Delta^2+2t^2(1+\cos2qd).
\]

On the complex branch \(2qd=\pi+2i\kappa d\), so \(\cos2qd=-c\) with \(c=\cosh2\kappa d\), and

\[
E=-2t'c\pm\sqrt{\Delta^2-2t^2(c-1)}. \tag{13}
\]

At \(c=1\) the edges are \(-2t'\pm\Delta\), so midgap has moved to \(-2t'\). They remain the band edges if \(2|t'|<t^2/\sqrt{\Delta^2+4t^2}\), which keeps each band monotonic between \(q=0\) and \(\pi/2d\). The largest \(c\) that allows a real energy makes the root vanish, \(c-1=\Delta^2/2t^2\). Since \(c-1=2\sinh^2\kappa d\), this is the same maximum \(\kappa_0\) as before. It now lies at \(E=-2t'c\), displaced from the new midgap by

\[
\delta E=-2t'(c-1)=-\frac{t'\Delta^2}{t^2}. \tag{14}
\]

Expanding the bands near the edges as for (7) replaces \(t^2/\Delta\) in \(1/m^*\) by \(t^2/\Delta+2t'\) for the conduction band and \(t^2/\Delta-2t'\) for the valence band. For \(t'>0\) the valence band is the heavier one, and the point of fastest decay moves towards it. With \(t'=0.2\) eV the condition reads \(0.40<1.08\) eV and holds. The masses become 0.25 and 0.17 free-electron masses, and the shift is \(-0.2\times2.9^2/2.5^2=-0.27\) eV. As a test of (14), the slowest-decaying root of the full secular polynomial for these parameters was maximized over energy; it gave the same shift.

A real interface is also two-dimensional. In a cubic lattice with alternating sites and the same \(t\), a fixed transverse wave vector replaces \(\cos qd\) in (1) by \(\cos qd+g\), where \(g=\cos q_yd+\cos q_zd\). In the gap this requires \(\cos qd=-g\pm iS\), with \(S=\sqrt{\Delta^2-E^2}/2t\). Put \(qd=u+iv\). Then \(\cos u\cosh v=-g\) and \(\sin u\sinh v=\mp S\), and eliminating \(u\) gives

\[
\frac{g^2}{\cosh^2v}+\frac{S^2}{\sinh^2v}=1. \tag{15}
\]

The left side falls with \(|v|\) and rises with \(|g|\) and \(S\), so the decay constant \(|v|/d\) grows with both. At each transverse wave vector decay is still fastest at midgap, and the chain result, \(g=0\), is the slowest decay at given energy. At midgap \(\kappa\) is 2.63, 3.78 and \(6.55\ \text{nm}^{-1}\) for \(g=0\), 1 and 2. Treating the chains as independent therefore overstates how deep the average state reaches, and the areal density above is an order-of-magnitude estimate.

The parameters are meant for a metal gate on hafnium dioxide. A gap just under 6 eV, a metal–oxygen distance near 0.2 nm and a tunnelling mass of one or two tenths of the free-electron mass are rough typical values for that oxide; \(t\) was chosen to give such a mass. The Fermi level 0.9 eV above midgap leaves an electron barrier of 2.0 eV. The real oxide has several oxygen \(p\) and hafnium \(d\) bands and is often disordered, and it has two oxygen atoms per hafnium, where the chain has one anion per cation. Two mirror-image bands are therefore a simplification. The value \(t'=0.2\) eV is illustrative, but it shows that in this model a same-kind hopping much smaller than \(t\), equal on both sublattices, moves the point of fastest decay by about 0.3 eV.

Other omissions can be sized with the same numbers. The classical image force of a perfect metal shifts each edge inward by \(e^2/(16\pi\varepsilon_0\varepsilon_\infty x)\). With a rough optical permittivity \(\varepsilon_\infty=4.5\) this is 0.19 eV at \(x=0.42\) nm, one cell from the metal, and at fixed \(t\) it lowers the midgap \(\kappa\) by 6 percent. Closer in, the classical formula is doubtful. A field of 4 MV/cm, roughly where such films break down, drops 0.08 eV over the midgap decay length, little compared with the 2.9 eV to either edge. At 400 K, moving from the Fermi level to \(4k_BT\) above it lowers \(\kappa\) by 1.6 percent. Across a 2 nm film, with the field and the image force left out, the density factor \(e^{-2\kappa L}\) is \(2.7\times10^{-5}\) at midgap and \(4.4\times10^{-5}\) at the Fermi level. Now integrate the local \(\kappa\) across the film with both effects included; the field drops 0.8 eV over 2 nm, so its direction matters. If it lowers the oxide bands with distance from the gate, bringing the conduction edge closer to the gate's Fermi level, the factor at that level rises roughly three- to eightfold, to between \(1\times10^{-4}\) and \(4\times10^{-4}\). For the opposite direction the level moves towards midgap, the field partly offsets the image force, and the factor rises by at most about threefold, to between \(5\times10^{-5}\) and \(1\times10^{-4}\). The spread reflects how the image force is treated close to the metals and whether that of the second electrode is counted. For this thickness the tail from one electrode is therefore still small at the other. Near the band edges, where \(\kappa\) tends to zero, that separation fails and the film can no longer be treated as semi-infinite. The numerical output below also lists \(\kappa\), the decay length, the density factor per cell and the envelope weight at \(\pm2.0\) and \(+2.8\) eV.

## Calculated quantities

```
half gap D = 2.90 eV; gap from ring = 5.800 eV
hopping t = 2.50 eV; site spacing d = 0.210 nm
cell length = 0.420 nm; D/(2t) = 0.5800
metal hopping = 2.50 eV; contact = 2.50 eV
Fermi level above midgap = 0.90 eV
edge mass = 0.2004 free-electron masses
E = -2.00 eV: kappa d = 0.4085, kappa = 1.9454 1/nm
  density decay length = 0.2570 nm, density factor per cell = 0.1951
  anion/cation envelope weight = 5.4444
E = +0.00 eV: kappa d = 0.5516, kappa = 2.6267 1/nm
  density decay length = 0.1904 nm, density factor per cell = 0.1101
  anion/cation envelope weight = 1.0000
E = +0.90 eV: kappa d = 0.5267, kappa = 2.5080 1/nm
  density decay length = 0.1994 nm, density factor per cell = 0.1216
  anion/cation envelope weight = 0.5263
E = +2.00 eV: kappa d = 0.4085, kappa = 1.9454 1/nm
  density decay length = 0.2570 nm, density factor per cell = 0.1951
  anion/cation envelope weight = 0.1837
E = +2.80 eV: kappa d = 0.1504, kappa = 0.7163 1/nm
  density decay length = 0.6980 nm, density factor per cell = 0.5479
  anion/cation envelope weight = 0.0175
one-band parabolic kappa at midgap = 3.9059 1/nm
parabolic/two-band kappa at midgap = 1.4870
first-site DOS at midgap = 0.03172 1/eV per spin
chain gap DOS at midgap = 0.04747 1/eV per spin
areal gap DOS, both spins, midgap = 2.153e+14 1/(eV cm2)
areal gap DOS, both spins, Fermi level = 1.917e+14 1/(eV cm2)
log prefactor slope at midgap = -0.1730 1/eV
predicted (cell number)*(minimum energy) = 0.7250 eV
cell 2: density minimum at E = 0.32190 eV
cell 5: density minimum at E = 0.13874 eV
cell 20: density minimum at E = 0.03587 eV
cell 200: density minimum at E = 0.00362 eV
same-sublattice hopping = 0.20 eV
masses then: valence 0.2461, conduction 0.1691 m0
new midgap = -0.4000 eV; fastest decay = -0.6691 eV
shift of fastest decay from new midgap = -0.2691 eV
cubic lattice, midgap kappa: g=0 2.6267, g=1 3.7759, g=2 6.5523 1/nm
optical permittivity = 4.5 (relative)
image shift of each edge at one cell = 0.1905 eV
midgap kappa with image narrowing = 2.4685 1/nm, change = -6.02 percent
field = 4.0 MV/cm; drop over midgap density decay length = 0.0761 eV
kT at 400 K = 0.0345 eV; kappa change from Fermi level to 4 kT above = -1.63 percent
film = 2.0 nm; density factor across it: midgap 2.735e-05, Fermi level 4.398e-05
```
